Optimum Avalanche Gain for Least Input-Referred Noise

**Problem**

An avalanche photodiode feeds an amplifier. Electrons enter its multiplication layer, 0 < x < w, at x = 0 and drift towards w; holes drift towards 0. An electron ionises with probability α(x) per unit length, a hole with probability kα(x), where k = 0.1 throughout the layer. An ionisation creates one new electron–hole pair, and the ionising carrier travels on. Each carrier ionises independently of its past, so there is no dead space.

The algebra uses atomic units, e = ħ = 1. A current is then an energy, and so is a current-noise density. The numbers are ħI/e and ħS/e² in eV. Noise densities are one-sided and refer to ordinary frequency.

- Primary photocurrent: I_ph = 4.0×10⁻⁵ eV
- Bulk dark current, entering at x = 0 and multiplied: I_b = 4.0×10⁻⁶ eV
- Surface dark current, not multiplied: I_s = 4.0×10⁻⁵ eV
- Amplifier noise density at its input: S_a = 0.025 eV
- Layer width: w = 5000 Å

These are round model parameters. The currents, S_a, k and the bandwidth are taken not to change with bias, the noise sources are independent, and the signal is slow compared with the build-up of the avalanche.

(a) Find the noise of the multiplied current as a function of the mean gain M.
(b) Find the gain that minimises the noise referred to the primary photocurrent.
(c) Evaluate this gain, the noise there, and the mean ionisation coefficient it requires.

**Hints**

1. Let m be the total number of pairs descending from a pair born at x, itself included. The ionisations along one carrier's path form a Poisson process, and each starts an independent cascade.

2. Write integral equations for the mean and the variance of m. Then use the mean, instead of x, as the independent variable.

3. The amplifier noise does not depend on gain. Ask what happens to it when the output is divided by the gain of the signal.

4. At a minimum the slopes of the competing terms balance. Their sizes need not be equal.

**Solution**

*Mean gain.* Let g(x) be the mean of m. The electron of a pair born at x crosses the layer from x to w, and the hole crosses from x to 0. Each ionisation at y adds g(y) pairs on average:

g(x) = 1 + ∫ₓʷ αg dy + k∫₀ˣ αg dy.

Differentiation gives −αg from the lower limit of the first integral and +kαg from the upper limit of the second:

g′ = −(1−k)αg.

An injected electron acts like a pair born at x = 0, whose hole leaves at once. The gain is therefore M = g(0). With J = ∫₀ʷ αg dy, the integral equation at the two edges reads M = 1 + J and g(w) = 1 + kJ. Eliminating J,

g(w) = 1 − k + kM.

Integrating g′/g across the layer gives ln[M/g(w)] = (1−k)∫₀ʷ α dx, so

∫₀ʷ α dx = ln[M/(1−k+kM)]/(1−k).  (1)

As M → ∞ the right side tends to ln(1/k)/(1−k), the breakdown value. The solution holds below it.

*Second moment.* Let Q(x) be the mean of m², and V = Q − g² the variance. In a short path dy an electron adds m pairs with probability α dy. The variance of this contribution is αQ dy − (αg dy)², and the second term vanishes to first order in dy. Contributions from separate path elements are independent, so their variances add:

V(x) = ∫ₓʷ αQ dy + k∫₀ˣ αQ dy.

Differentiating as before, and inserting V = Q − g²,

Q′ − 2gg′ = −(1−k)αQ.

Division by g′ = −(1−k)αg gives

dQ/dg − 2g = Q/g.

Now divide by g and collect the terms in Q. They form a total derivative:

d(Q/g)/dg = 2, hence Q = 2g² + cg and V = g² + cg.

The constant c follows from the edges. There V(0) = ∫₀ʷ αQ dy and V(w) = k∫₀ʷ αQ dy, so V(w) = kV(0):

g(w)² + c g(w) = kM² + kcM.

Since g(w) − kM = 1 − k,

c(1−k) = kM² − (1−k+kM)²
= k(1−k)M² − 2k(1−k)M − (1−k)²,

c = kM² − 2kM − (1−k).

The excess noise factor is F = Q(0)/M² = 2 + c/M, or

F(M) = kM + (1−k)(2 − 1/M).  (2)

This is the McIntyre formula. The profile α(x) has dropped out, because the derivation needed k, but not α, to be constant.

*Shot noise.* Let I = I_ph + I_b be the primary current that is multiplied. In a time T the number of primary electrons is Poisson distributed with mean IT. Each delivers m charges, so the collected charge has variance IT·Q(0) = ITM²F. A white current noise of one-sided density S gives the charge a variance ST/2. Equating the two,

S = 2IM²F.

This answers (a). For a current that is not multiplied, m = 1 and the density is 2I_s.

*Referral to the input.* The total output density is 2IM²F + 2I_s + S_a. The signal current is MI_ph, so referral to the primary photocurrent divides a noise density by M²:

N(M) = 2I[F(M) + A/M²], A = (S_a + 2I_s)/(2I).  (3)

The amplifier noise itself is constant; its input-referred value falls as 1/M². Because I_ph is fixed, the minimum of N is also the maximum of the signal-to-noise ratio.

*Minimum.* From (2), dF/dM = k + (1−k)/M². Therefore

d(N/2I)/dM = k + (1−k)/M² − 2A/M³.

Multiplication by M³, which is positive, leaves the sign unchanged and gives kM³ + (1−k)M − 2A. This function increases strictly with M and equals 1 − 2A at M = 1. If A > 1/2, it starts negative and crosses zero once, so N has a single minimum, at

kM³ + (1−k)M = 2A.  (4)

If A ≤ 1/2, N rises for all M > 1 and the best choice is M = 1.

For a closed form, divide (4) by k and set p = (1−k)/k, q = 2A/k, so that M³ + pM = q. Substitute M = 2√(p/3) sinh t. The left side becomes

2(p/3)^{3/2}(4 sinh³t + 3 sinh t) = 2(p/3)^{3/2} sinh 3t,

and hence

M = 2√(p/3) sinh{⅓ arsinh[(q/2)(3/p)^{3/2}]}.  (5)

When q^{2/3} ≫ p, the cubic term dominates and M₀ = q^{1/3} is a first estimate. Putting M = M₀ + δ and keeping the leading terms gives 3M₀²δ + pM₀ = 0, so

M ≈ M₀ − p/(3M₀).

Two limits show the role of k. For k → 0, (4) gives M = 2A. For k → 1, it gives M = (2A)^{1/3}. Without hole ionisation F levels off at 2 as the gain rises; with it F keeps growing, which brings the optimum down.

*Numbers.* The multiplied current is I = 4.4×10⁻⁵ eV, and the gain-independent output noise is 0.025 + 2×4.0×10⁻⁵ = 0.02508 eV. Thus

A = 0.02508/(8.8×10⁻⁵) = 285, 2A = 570.

With p = 9 and q = 5700, (5) gives M = 17.70. Substituting the less rounded value 17.695 into (4) gives 554.1 + 15.9 = 570.0. The estimate M₀ = 17.863 is already within 1% of the root, and its correction −9/(3×17.863) = −0.168 brings it to 17.695.

At this gain

F = 1.770 + 0.9(2 − 0.0565) = 3.52.

The two parts of the input-referred noise are

2IF = 8.8×10⁻⁵ × 3.52 = 3.10×10⁻⁴ eV,
0.02508/17.70² = 0.80×10⁻⁴ eV.

Their sum is N = 3.90×10⁻⁴ eV, which corresponds to 1.23×10⁻¹³ A/√Hz. At unit gain F = 1 and N = 0.0252 eV. The avalanche therefore lowers the noise power by a factor of 65, and the noise amplitude by a factor of 8.0.

The fixed noise supplies only about a fifth of the total at the optimum. Equation (4), divided by 2M², explains this:

A/M² = ½[kM + (1−k)/M].

The right side is half of M dF/dM. The constant part 2(1−k) of F adds noise but has no slope, so it does not enter the balance. Inserting this relation into (3) gives the minimum without A:

N = 2I[3kM/2 + (1−k)(2 − 1/(2M))].

If one instead made the fixed and multiplied parts equal, the gain would be 10.2 and the noise power 23% above the minimum.

The minimum is broad. Half the optimum gain raises the noise power by 41%, and twice the optimum gain raises it by 25%.

Equation (1) gives ∫α dx = 2.10, against 2.56 at breakdown. The mean electron coefficient is 2.10/5000 = 4.20×10⁻⁴ Å⁻¹. To see how closely it must be held, write a = ∫α dx and differentiate (1):

da/dM = [1/M − k/(1−k+kM)]/(1−k) = 1/[M(1−k+kM)].

Hence dM/M = a(1−k+kM) da/a. The prefactor is 2.10 × 2.67 = 5.6, so a 1% change of the ionisation coefficient changes the gain by about 5.6%. The breadth of the minimum makes such a change harmless to the noise.

*Checks.* Two numerical calculations test these results: the first locates the optimum, the second tests the mean gain and F at that point. Minimising the noise computed from discretised moment equations, without (2) or (4), gives a gain of 17.70 for both a uniform and a linearly varying α. Following individual carriers at the predicted ionisation coefficient gives a gain of 17.78 ± 0.06, which is 1.3 standard errors from the prediction, and F = 3.55.

*Where the result fails.* Dead space gives carriers a memory and invalidates the Poisson step. The numbers above therefore require a dead space much shorter than the mean electron ionisation path, 1/α ≈ 2400 Å. In a real layer this thin it can reach several hundred Å; at the same gain and the same k, F is then lower and the required ionisation coefficient higher. A sharp dead space of 500 Å for both carriers, for example, lowers F from 3.5 to about 3.0. The value of k itself depends on material and field, and the pair k = 0.1, w = 5000 Å does not describe silicon: with the usual local coefficients, an electron coefficient this large needs a field above 4×10⁵ V/cm, where k is about 0.3, while k ≈ 0.1 goes with a silicon layer a few micrometres thick. Light absorbed inside the layer starts cascades at x > 0, for which Q(0) is not the right second moment. If the dark currents grow with bias, dN/dM at the root of (4) acquires the positive terms 2F dI_b/dM + (2/M²) dI_s/dM, so a somewhat lower gain is better. If k rises with bias, F gains the further positive slope [(M−1)²/M] dk/dM, which also lowers the best gain.

**Variation 1: no light**

*What gain minimises the noise when I_ph = 0, and what does it cost to keep that gain when the light returns?*

Now I = I_b = 4.0×10⁻⁶ eV, and

A = 0.02508/(8.0×10⁻⁶) = 3135.

Equation (4) has 2A = 6270 on the right, and its root is M = 39.7. With less primary current to multiply, the shot term rises more slowly with gain, so its slope balances that of the fixed term only at a higher gain. This is the appropriate setting for a signal much weaker than the bulk dark current. If the gain stays at 39.7 when the original photocurrent returns, the noise power is 34% above the minimum for that light level. The optimum gain belongs to a light level, not to the diode alone.

**Variation 2: strong light**

*Above what photocurrent does multiplication cease to help?*

The condition A ≤ 1/2 reads

I_ph + I_b ≥ S_a + 2I_s.

For the given diode and amplifier this means I_ph ≥ 0.02508 − 0.000004 ≈ 0.0251 eV, more than 600 times the photocurrent of the problem. The threshold does not contain k, because dF/dM = k + (1−k) = 1 at M = 1 for every k. The first small increase of gain raises the shot term at the rate 2I and lowers the fixed term at the rate 2(S_a + 2I_s). At threshold these rates are equal, although the shot noise 2I is then twice the fixed noise. The estimate assumes that so large a current leaves the field in the layer unchanged.

Computed results

```
Ionisation ratio k: 0.1 (dimensionless)
Primary photocurrent: 4.000e-05 eV
Bulk dark current: 4.000e-06 eV
Surface dark current: 4.000e-05 eV
Amplifier noise density: 0.02500 eV
Multiplication width: 5000 angstrom
Total multiplied primary current: 4.400e-05 eV
Gain-independent output noise: 0.02508 eV
Noise ratio A: 285.000 (dimensionless)
Right side 2A of cubic: 570.000 (dimensionless)
Optimum gain: 17.6952 (dimensionless)
Leading large-gain estimate: 17.8632 (dimensionless)
Corrected large-gain estimate: 17.6952 (dimensionless)
Excess noise factor at optimum: 3.5187 (dimensionless)
Input multiplied shot noise: 3.0964e-04 eV
Input fixed-noise part: 8.0097e-05 eV
Minimum input noise density: 3.8974e-04 eV
Minimum input noise density: 1.5199e-26 A^2/Hz
Minimum input noise amplitude: 1.2329e-13 A/sqrt(Hz)
Input noise density at unit gain: 2.5168e-02 eV
Noise power ratio, unit/optimum: 64.577
Noise amplitude ratio, unit/optimum: 8.036
Noise power ratio at 0.5 x optimum gain: 1.4053
Noise power ratio at 2.0 x optimum gain: 1.2512
Equal-contribution gain: 10.2117 (dimensionless)
Noise power ratio, equal/optimum: 1.2342
Ionisation integral at optimum: 2.10155
Ionisation integral at breakdown: 2.55843
Mean electron coefficient: 4.20310e-04 1/angstrom
Dark noise ratio A: 3135.000 (dimensionless)
Optimum gain without light: 39.6518 (dimensionless)
Lit noise ratio at dark-optimum gain: 1.3375
Numerical optimum gain, uniform alpha: 17.6952
Numerical optimum gain, varying alpha: 17.6952
Monte Carlo mean gain: 17.776 +/- 0.063
Monte Carlo excess noise factor: 3.545 (dimensionless)
Spectrum/shot-noise law: 0.9989
```
